# A Hydrogenic Atom Threaded by an Aharonov-Bohm Flux Line, part 2

An electron of charge $-e$ moves around a fixed point nucleus of charge $Ze$. An infinitely thin line of magnetic flux $\Phi$ runs along the $z$ axis through the nucleus. Spin, relativity and nuclear motion are left out. In atomic units (hartree, bohr; $h=2\pi$), $\Phi=2\pi\alpha$ and
$$H=\tfrac12(\mathbf p+\mathbf A)^2-\frac Zr,\qquad \mathbf A=\frac{\alpha}{\rho}\,\hat{\boldsymbol\varphi}.$$
Here $r$ is the distance from the nucleus, $\rho$ the distance from the axis, and $\varphi$ the azimuthal angle. With $\psi=f(\rho,z)\,e^{im\varphi}$, integer $m$ and $\mu=|m+\alpha|$,
$$-\frac12\left[\partial_\rho^2+\frac1\rho\partial_\rho+\partial_z^2-\frac{\mu^2}{\rho^2}\right]f-\frac Zr f=Ef .\tag{1}$$

The model requires $f$ to be bounded on the line, where it behaves as $\rho^\mu$. This excludes the singular behaviour $\rho^{-\mu}$, which is normalizable for $0<\mu<1$ and would give other energies. A thin impenetrable sheath of radius $a$ around the line also selects the bounded solution, provided $2\mu\ln(\rho/a)\gg1$ at atomic distances $\rho$; this is the condition found in (b).

Separation in spherical coordinates gives the angular constant $\lambda(\lambda+1)$ with $\lambda=k+\mu$. An impenetrable double cone of small half-angle $\theta_0$ around the axis raises $\lambda$ by an amount proportional to $\theta_0^{2\mu}$ to leading order; the numerical output tests this for $\mu=1/4$. With $E=-\kappa^2/2$, $\kappa>0$, the radial series must end, since an endless one grows too fast. The bound levels are
$$E=-\frac{Z^2}{2\nu^2},\qquad \nu=n_r+k+|m+\alpha|+1,\qquad n_r,k=0,1,2,\ldots \tag{4}$$
where $n_r$ counts radial nodes and $k$ nodes in the polar angle.

Question (e) asks why a degeneracy remains at fixed $m$, since the energy depends on the sum $n_r+k$. The task is to show that the same levels follow from separation in parabolic coordinates, and to count the states at fixed $m$.

**Solution.** Define
$$\xi=r+z,\qquad\eta=r-z,\qquad \xi\eta=\rho^2,\qquad r=\frac{\xi+\eta}2 .$$
The gradients are $\nabla\xi=\hat{\mathbf r}+\hat{\mathbf z}$ and $\nabla\eta=\hat{\mathbf r}-\hat{\mathbf z}$. They are orthogonal, and
$$|\nabla\xi|^2=2+\frac{2z}r=\frac{4\xi}{\xi+\eta},\qquad
|\nabla\eta|^2=\frac{4\eta}{\xi+\eta},\qquad
\nabla^2\xi=\nabla^2\eta=\frac2r=\frac4{\xi+\eta}.$$
By the chain rule,
$$\nabla^2f=\frac4{\xi+\eta}\left[\xi f_{\xi\xi}+f_\xi+\eta f_{\eta\eta}+f_\eta\right].$$
The flux term has the same prefactor:
$$\frac{\mu^2}{\rho^2}=\frac{\mu^2}{\xi\eta}=\frac4{\xi+\eta}\,\frac{\mu^2}4\left(\frac1\xi+\frac1\eta\right).$$
Multiply (1) by $-(\xi+\eta)/2$ and use $Z/r=2Z/(\xi+\eta)$:
$$\left[\partial_\xi\xi\partial_\xi-\frac{\mu^2}{4\xi}-\frac{\kappa^2\xi}4
+\partial_\eta\eta\partial_\eta-\frac{\mu^2}{4\eta}-\frac{\kappa^2\eta}4+Z\right]f=0 .$$
This separates. For $f=F(\xi)G(\eta)$ the charge is shared as $Z=Z_1+Z_2$, and
$$(\xi F')'-\frac{\mu^2}{4\xi}F-\frac{\kappa^2\xi}4F+Z_1F=0,$$
with the same equation for $G(\eta)$ and $Z_2$.

Put $F=\xi^{\mu/2}e^{-\kappa\xi/2}w$. Writing out $\xi F''+F'$ and dividing by the prefactor gives
$$\xi w''+(\mu+1-\kappa\xi)w'+\left[\frac{\mu^2}{4\xi}-\frac{\kappa(\mu+1)}2+\frac{\kappa^2\xi}4\right]w .$$
The first and last terms in the bracket cancel against the equation, leaving
$$\xi w''+(\mu+1-\kappa\xi)w'+\left[Z_1-\frac{\kappa(\mu+1)}2\right]w=0 .$$
For $w=\sum_jb_j\xi^j$,
$$(j+1)(j+\mu+1)b_{j+1}=\left[\kappa\left(j+\frac{\mu+1}2\right)-Z_1\right]b_j .$$
As in the radial problem, an endless series grows too fast, here as $e^{\kappa\xi}$ up to a power. It must end at $j=n_1$, so $Z_1=\kappa[n_1+(\mu+1)/2]$. Likewise $Z_2=\kappa[n_2+(\mu+1)/2]$. The sum is
$$Z=\kappa(n_1+n_2+\mu+1),\qquad \nu=n_1+n_2+\mu+1 .$$

Let $N=n_1+n_2+1=n_r+k+1$. There are $N$ pairs $(n_1,n_2)$ for a given $N$, and equally $N$ pairs $(n_r,k)$. Each value of $m$ therefore has an $N$-fold level at
$$\nu=N+|m+\alpha|,\qquad N=1,2,3,\ldots \tag{5}$$
The degeneracy is tied to the separability of the same equation in two coordinate systems. The added energy $\mu^2/(2\rho^2)$ is compatible with both. A variational diagonalization at $\alpha=1/4$, $m=0$ tests the count and finds 1, 2 and 3 states at $\nu=1.25$, $2.25$ and $3.25$.

### (f) Which degeneracies between different $m$ survive?

Take $0<\alpha<1$. Group the levels (5), count their states, and follow the hydrogen level $n$ as the flux is turned on.

**Solution.** The absolute value has two cases. For $m\ge0$ it is $m+\alpha$, and for $m\le-1$ it is $|m|-\alpha$. Let $n=N+|m|$, the principal quantum number at zero flux. Then
$$\nu=n+\alpha\quad(m\ge0),\qquad \nu=n-\alpha\quad(m\le-1).$$
In the upper ladder $m$ runs from 0 to $n-1$, and each value contributes $N=n-m$ states:
$$g_+(n)=\sum_{m=0}^{n-1}(n-m)=\frac{n(n+1)}2,\qquad n\ge1 .$$
In the lower ladder $|m|$ runs from 1 to $n-1$:
$$g_-(n)=\sum_{|m|=1}^{n-1}(n-|m|)=\frac{n(n-1)}2,\qquad n\ge2 .$$
The total is $g_++g_-=n^2$, the hydrogen degeneracy without spin. The flux splits each level with $n\ge2$ into two, and $n=1$ shifts without splitting. To first order in small positive $\alpha$,
$$E\simeq-\frac{Z^2}{2n^2}\pm\frac{\alpha Z^2}{n^3},$$
so the two parts separate by $2\alpha Z^2/n^3$.

Two kinds of degeneracy survive at general flux: the $N$-fold one at fixed $m$, and the one between different $m$ on the same ladder. What is lost is the equality, within one hydrogen level, between the states with $m\ge0$ and those with $m<0$. In particular, $m$ and $-m$ no longer share their levels when $m\neq0$. An electron circulating one way has its kinetic angular momentum increased in magnitude by the flux, and one circulating the other way has it reduced.

At $\alpha=1/2$ the ladders meet again. The upper level $n$ and the lower level $n+1$ both have $\nu=n+1/2$, so the number of states is
$$g_+(n)+g_-(n+1)=\frac{n(n+1)}2+\frac{(n+1)n}2=n(n+1).$$
This gives 2, 6 and 12 for the first three levels. As $\alpha\to1$, the upper level $n$ joins the lower level $n+2$ at $\nu=n+1$. Their states number $n(n+1)/2+(n+2)(n+1)/2=(n+1)^2$, which is again a hydrogen level. The diagonalization tests these counts at $\alpha=0$, $1/4$ and $1/2$, for the levels with $\nu<3.9$.

Part of this pattern does not need the Coulomb law. In any central potential with the flux line through its centre, the radial equation depends on $m$ and $k$ through $\lambda=k+|m+\alpha|$ alone. With $l=k+|m|$, the $l+1$ states with $m\ge0$ share $\lambda=l+\alpha$, and the $l$ states with $m<0$ share $\lambda=l-\alpha$. The $2l+1$ states of a central field split into these two groups. The further equality between different $\lambda$ with the same $n_r+\lambda$ comes from the Coulomb potential.

### (g) In what sense is the spectrum periodic?

Relate the Hamiltonians at $\alpha$ and $\alpha+1$, and at $\alpha$ and $-\alpha$. Then find the ground level for every flux and describe its cusps.

**Solution.** Multiply a wavefunction by $e^{-i\varphi}$, which is single-valued and has modulus 1. The product rule gives
$$(-i\partial_\varphi+\alpha+1)e^{-i\varphi}\psi=e^{-i\varphi}(-i\partial_\varphi-1+\alpha+1)\psi=e^{-i\varphi}(-i\partial_\varphi+\alpha)\psi .$$
Applying the operator twice yields
$$H(\alpha+1)\,e^{-i\varphi}=e^{-i\varphi}H(\alpha).$$
If $\psi$ is an eigenfunction of $H(\alpha)$, then $e^{-i\varphi}\psi$ is one of $H(\alpha+1)$ with the same energy. The bounded behaviour on the line is preserved. The label changes from $m$ to $m-1$, and $m+\alpha$ stays the same. The whole spectrum, with its degeneracies, has period 1 in $\alpha$, or $h/e$ in flux. The same construction with a fractional shift $s$ would need the factor $e^{-is\varphi}$, which is not single-valued.

Complex conjugation changes $-i\partial_\varphi+\alpha$ into $-(-i\partial_\varphi-\alpha)$, and the square removes the overall sign. Thus $H(\alpha)^*=H(-\alpha)$, and the spectrum is even in $\alpha$. Together with the period, this makes it symmetric about $\alpha=1/2$, so $0\le\alpha\le1/2$ contains every distinct spectrum.

A level followed at fixed $m$ is not periodic. The lowest $m=0$ level has $\nu=1+|\alpha|$. It starts at the hydrogen ground level and reaches the $n=2$ energy at $\alpha=1$. Periodicity is restored because the lowest $m=-1$ level has meanwhile come down to the ground energy.

The lowest level needs $N=1$ and the integer $m$ that makes $|m+\alpha|$ smallest. If $d$ is the distance from $\alpha$ to the nearest integer,
$$E_0(\alpha)=-\frac{Z^2}{2(1+d)^2},\qquad 0\le d\le\frac12 .\tag{6}$$
The binding is strongest at integer flux. At half-integer flux it is reduced by the factor $1/(3/2)^2=4/9$. Since the ground level takes its lowest value at integers and nowhere else, no period shorter than 1 is possible.

Near zero flux (6) gives $E_0\simeq-Z^2/2+Z^2|\alpha|$, a cusp instead of a parabola. Ordinary perturbation theory fails here. For $m=0$ the perturbation is $\alpha^2/(2\rho^2)$, and the hydrogen ground state does not vanish on the axis. Its first-order energy contains $\int\rho^{-2}\rho\,d\rho$, which diverges logarithmically. The true state avoids the divergence by vanishing as $\rho^{|\alpha|}$, and the energy becomes linear in $|\alpha|$. For $Z=1$, the mean slope between $\alpha=0$ and $0.02$ is $0.9708$ hartree, approaching 1 as the interval shrinks.

At $\alpha=1/2$ the cusp has a different origin. The lowest $m=0$ level is rising and the lowest $m=-1$ level is falling. They cross without repelling, because $H$ conserves $m$. A perturbation that breaks the symmetry around the axis and connects these two states would open a gap and round this maximum.

### (h) What current flows in a stationary state?

For $m+\alpha\neq0$, find $\langle1/\rho^2\rangle$ from the levels, and use it to obtain the electric current circulating around the line.

**Solution.** The functions $\rho^\mu$ change their behaviour on the line when $\mu$ changes, so we derive the energy slope with the boundary term kept. Let $f$ and $\tilde f$ be real solutions of (1) for $\mu$ and $\tilde\mu$, with energies $E$ and $\tilde E$ and the same node numbers $n_r,k$. Multiply each equation by the other function, subtract and integrate over space:
$$(\tilde E-E)\int f\tilde f\,dV=\frac{\tilde\mu^2-\mu^2}2\int\frac{f\tilde f}{\rho^2}\,dV+\text{boundary term}.$$
The boundary term comes from a thin cylinder around the axis. It is proportional to
$$\rho(f\partial_\rho\tilde f-\tilde f\partial_\rho f)\propto(\tilde\mu-\mu)\rho^{\mu+\tilde\mu},$$
which vanishes as $\rho\to0$. Divide by $\tilde\mu-\mu$ and let $\tilde\mu\to\mu$. For a normalized state,
$$\frac{dE}{d\mu}=\mu\left\langle\frac1{\rho^2}\right\rangle .$$
Since $\nu$ grows at the same rate as $\mu$, (4) gives $dE/d\mu=Z^2/\nu^3$. Hence
$$\left\langle\frac1{\rho^2}\right\rangle=\frac{Z^2}{\nu^3\mu},\qquad\mu>0 .\tag{7}$$

The velocity operator is $\mathbf p+\mathbf A$, and its azimuthal component on our states is $(m+\alpha)/\rho$. The electron has charge $-1$, so the electric current density is $j_\varphi=-(m+\alpha)|\psi|^2/\rho$. The current $I$ is its integral over a half-plane bounded by the axis:
$$I=-(m+\alpha)\int\!\!\int\frac{|\psi|^2}\rho\,d\rho\,dz .$$
The volume element contains $2\pi\rho\,d\rho\,dz$ after the angular integration. Therefore $\langle1/\rho^2\rangle$ is $2\pi$ times this double integral, and
$$I=-\frac{m+\alpha}{2\pi}\left\langle\frac1{\rho^2}\right\rangle
=-\frac{\operatorname{sgn}(m+\alpha)}{2\pi}\frac{Z^2}{\nu^3}
=-\frac{dE}{d\Phi}.\tag{8}$$
The last equality uses $\Phi=2\pi\alpha$ and $d\mu/d\alpha=\operatorname{sgn}(m+\alpha)$ at fixed $m$. A positive current flows in the direction of increasing $\varphi$.

For $m=0$ and $\alpha\to0^+$, (8) tends to $-Z^2/(2\pi)$ in the lowest state, although the current is zero at $\alpha=0$. Near the axis the current density varies as $\alpha\rho^{2\alpha-1}$. Its integral up to a distance $\rho_0$ is $\rho_0^{2\alpha}/2$, which stays finite while the current gathers ever closer to the line. The jump belongs to the ideal line. A sheath of finite radius $a$ removes the region that carries this current unless $2\alpha\ln(\rho_0/a)\gg1$, the condition found in (b).

### (i) Worked example: a quarter of a flux unit

Take $Z=1$ and $\alpha=1/4$. Find the first six levels, compare the ground level with those at zero and half flux, and find the currents of the lowest $m=0$ and $m=-1$ states.

**Solution.** The flux unit is $h/e=4.135668\times10^{-15}$ Wb, so the line carries $1.034\times10^{-15}$ Wb. The example is a model exercise, not a laboratory case. This flux needs about $1.2\times10^{5}$ T in a tube of radius 1 bohr and $1.2\times10^{11}$ T at $10^{-3}$ bohr. Even an impenetrable sheath of $10^{-3}$ bohr leaves the lowest level near $-0.311$ hartree and its current about 20% below the ideal value found below. The upper ladder has $\nu=n+0.25$ and the lower one $\nu=n-0.25$. The first energy is
$$E=-\frac1{2(1.25)^2}=-\frac1{3.125}=-0.320000\ \text{hartree}.$$
The others follow in the same way:

| $\nu$ | States | $E$ (hartree) |
|---|---:|---:|
| 1.25 | 1 | −0.320000 |
| 1.75 | 1 | −0.163265 |
| 2.25 | 3 | −0.098765 |
| 2.75 | 3 | −0.066116 |
| 3.25 | 6 | −0.047337 |
| 3.75 | 6 | −0.035556 |

The levels at $1.75$ and $2.25$ come from the fourfold hydrogen level $n=2$. The single state at $1.75$ has $m=-1$. The three at $2.25$ are two with $m=0$ and one with $m=1$.

The ground level is $-13.6$ eV at zero flux, $-8.7$ eV at $\alpha=1/4$ and $-6.0$ eV at $\alpha=1/2$. At $\alpha=3/4$ it is back at the value for $1/4$, and at $\alpha=1$ at the value for zero flux.

For the lowest $m=0$ state, $\mu=0.25$ and $\nu=1.25$. Equation (7) gives
$$\left\langle\frac1{\rho^2}\right\rangle=\frac1{(1.25)^3(0.25)}=2.048\ \text{bohr}^{-2}.$$
By (8) the current is $-0.5397$ mA. For the lowest $m=-1$ state, $\mu=0.75$ and $\nu=1.75$, so
$$\left\langle\frac1{\rho^2}\right\rangle=\frac1{(1.75)^3(0.75)}=0.2488\ \text{bohr}^{-2},$$
and the current is $+0.1967$ mA. The signs are opposite because $m+\alpha$ is $+0.25$ in one state and $-0.75$ in the other. The magnitudes differ by the factor $(1.75/1.25)^3=2.744$, as (8) requires.

The numerical output also contains a discretized ring, in which the phase of each link is the line integral of $\mathbf A$. Its levels agree at $\alpha=0.25$ and $1.25$ to rounding error, but its lowest level differs between $0.25$ and $0.60$. This illustrates the shift argument of (g) without using the levels (4), but for a free particle on a ring, with no Coulomb field and no condition on the line.

## Numbers as computed

```
flux unit h/e = 4.135668e-15 Wb
circulation of A, alpha=0.25, loop around line = 1.570796 a.u.
circulation of A, loop beside line = 1.4e-17 a.u.
largest error of H psi/psi = 1.1e-30 hartree
singular m=0 solution, alpha=0.25: E = -0.888889 hartree
alpha=0.00: nu=1.00, states=1, E=-0.500000 hartree
alpha=0.00: nu=2.00, states=4, E=-0.125000 hartree
alpha=0.00: nu=3.00, states=9, E=-0.055556 hartree
alpha=0.25: nu=1.25, states=1, E=-0.320000 hartree
alpha=0.25: nu=1.75, states=1, E=-0.163265 hartree
alpha=0.25: nu=2.25, states=3, E=-0.098765 hartree
alpha=0.25: nu=2.75, states=3, E=-0.066116 hartree
alpha=0.25: nu=3.25, states=6, E=-0.047337 hartree
alpha=0.25: nu=3.75, states=6, E=-0.035556 hartree
alpha=0.50: nu=1.50, states=2, E=-0.222222 hartree
alpha=0.50: nu=2.50, states=6, E=-0.080000 hartree
alpha=0.50: nu=3.50, states=12, E=-0.040816 hartree
alpha=0.25, m=0 only: nu=1.25, states=1
alpha=0.25, m=0 only: nu=2.25, states=2
alpha=0.25, m=0 only: nu=3.25, states=3
ground level, alpha=0.00: -0.500000 hartree
ground level, alpha=0.25: -0.320000 hartree
ground level, alpha=0.50: -0.222222 hartree
ground level, alpha=0.75: -0.320000 hartree
ground level, alpha=1.00: -0.500000 hartree
ground level, alpha=1.30: -0.295858 hartree
ground level, alpha=0.00: -13.6057 eV
ground level, alpha=0.25: -8.7076 eV
ground level, alpha=0.50: -6.0470 eV
ground slope from alpha=0 to 0.02: 0.9708 hartree
alpha=0.25, lowest m=0: <1/rho^2>=2.048000 bohr^-2, I=-0.5397 mA
alpha=0.25, lowest m=-1: <1/rho^2>=0.248785 bohr^-2, I=+0.1967 mA
cone half-angle 6.709e-04 rad: lambda = 0.26009, 1.26518, 2.26890
cone half-angle 1.229e-05 rad: lambda = 0.25134, 1.25196, 2.25228
cone half-angle 4.122e-09 rad: lambda = 0.25002, 1.24999, 2.24981
cone error ratio: computed 7.537, power law 7.389
ring, alpha 0.25 to 1.25: largest level change = 1.3e-11
ring, alpha 0.25 to 0.60: lowest level change = 0.0975
```
